# Solving the Pekar polaron on a radial grid, with virial error control

## Result and model

In the strong-coupling approximation, an electron bound by the lattice polarization it creates has the energy

$$E=-0.1085\,\alpha^2\hbar\omega .$$

Its kinetic energy $T$, lattice energy $W$, orbital eigenvalue $\varepsilon$ and electron–lattice interaction $U$ satisfy

$$T:W:(-\varepsilon):(-U)=1:2:3:4,\qquad E=-T .$$

These ratios contain one independent condition, $-U=4T$. It is necessary for a converged solution but not sufficient. What a deviation says about the energy depends on whether it comes from the iteration, the grid spacing or the box.

The model is the Fröhlich Hamiltonian: a parabolic band of mass $m$, one longitudinal optical frequency $\omega$, and a continuous lattice of volume $\Omega$. In Gaussian units,

$$H=\frac{p^2}{2m}+\sum_{\mathbf k}\hbar\omega\,b_{\mathbf k}^\dagger b_{\mathbf k}+\sum_{\mathbf k}\left(V_{\mathbf k}b_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right),\qquad |V_{\mathbf k}|^2=\frac{2\pi\hbar\omega e^2}{\varepsilon^*\Omega k^2},$$

with $1/\varepsilon^*=1/\varepsilon_\infty-1/\varepsilon_0$. Energies are measured from the band bottom and the phonon vacuum. The coupling constant is

$$\alpha=\frac{e^2}{\varepsilon^*\hbar}\sqrt{\frac{m}{2\hbar\omega}} .$$

## The Pekar functional

Take a product of a normalized real orbital $\psi$ and a coherent phonon state with $b_{\mathbf k}\to f_{\mathbf k}$. Let $\rho=\psi^2$ and $\rho_{\mathbf k}=\int\rho\,e^{i\mathbf k\cdot\mathbf r}d^3r$. The energy expectation value is

$$T+\sum_{\mathbf k}\hbar\omega|f_{\mathbf k}|^2+\sum_{\mathbf k}\left(V_{\mathbf k}f_{\mathbf k}\rho_{\mathbf k}+\text{c.c.}\right).$$

Setting the derivative with respect to $f_{\mathbf k}^*$ to zero gives $f_{\mathbf k}=-V_{\mathbf k}^*\rho_{\mathbf k}^*/\hbar\omega$. The second term becomes $W=\sum|V_{\mathbf k}|^2|\rho_{\mathbf k}|^2/\hbar\omega$ and the third becomes $U=-2W$. Replacing the sum by $\Omega\int d^3k/(2\pi)^3$, and using $4\pi/k^2$ as the Fourier transform of $1/r$,

$$W=\frac{e^2}{2\varepsilon^*}\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi|\rho_{\mathbf k}|^2}{k^2}=\frac{e^2}{2\varepsilon^*}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

Now measure length in $a^*=\hbar^2\varepsilon^*/(me^2)$. Both $\hbar^2/(ma^{*2})$ and $e^2/(\varepsilon^*a^*)$ then equal

$$H^*=\frac{me^4}{\hbar^2\varepsilon^{*2}}=2\alpha^2\hbar\omega ,$$

where the last step squares the definition of $\alpha$. In these units

$$E=T-\tfrac12D,\qquad T=\tfrac12\int|\nabla\psi|^2d^3r,\qquad D=\iint\frac{\rho\rho'}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

with $W=D/2$ and $U=-D$. An energy in $H^*$ is doubled to give it in $\alpha^2\hbar\omega$.

Because a trial state was used, the minimum is an upper bound to the ground-state energy of the model. That it is also the leading term for large $\alpha$, with corrections of order $\hbar\omega$, is a known result not proved here. The search below is limited to spherical $\psi$; a known rearrangement theorem, also not proved here, says that the unrestricted minimizer is spherical.

## The Pekar equation and the virial ratios

Let $\phi(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Under a change $\delta\psi$,

$$\delta T=-\int\delta\psi\,\nabla^2\psi\,d^3r,\qquad \delta D=4\int\delta\psi\,\phi\psi\,d^3r,\qquad \delta\!\int\psi^2d^3r=2\int\delta\psi\,\psi\,d^3r .$$

The factor 4 arises because $\psi$ appears four times in $D$. With a multiplier $\varepsilon$ for the norm, $\delta T-\frac12\delta D=\varepsilon\,\delta\!\int\psi^2$ gives, after division by 2,

$$\left(-\tfrac12\nabla^2-\phi\right)\psi=\varepsilon\psi .$$

Multiplication by $\psi$ and integration give $\varepsilon=T-D$.

To obtain the virial condition, dilate the solution: $\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r)$. The norm is unchanged, $T$ is multiplied by $\lambda^2$ and $D$ by $\lambda$, so

$$E(\lambda)=\lambda^2T-\tfrac12\lambda D .$$

Stationarity at $\lambda=1$ requires $2T=D/2$, or $D=4T$. Hence $W=2T$, $\varepsilon=-3T$, $U=-4T$ and $E=T-2T=-T$.

The ratios have a direct physical meaning. If the electron is removed to the band bottom while the lattice stays frozen, the final energy is $W$ and the cost is $W-E=3T=-\varepsilon$. The lattice then relaxes and returns $2T$, so the cost with full relaxation is $T=|E|$.

The relations $W=D/2$ and $\varepsilon=T-D$ already hold for any numerically self-consistent solution, even on a coarse grid or in a small box, where the dilation argument no longer applies. Only $D=4T$ tests something more, and a wrong orbital can satisfy it. Take $\psi\propto e^{-r^2/2a^2}$. Since $|\nabla\psi|^2=r^2\psi^2/a^4$ and $\langle r^2\rangle=3a^2/2$, we have $T=3/(4a^2)$. The difference of two positions drawn from $\rho$ is Gaussian with variance $a^2$ per component, so $D=\sqrt{2/\pi}/a$. The condition $D=4T$ gives $a=3\sqrt{\pi/2}=3.76$, and then

$$E=-T=-\frac{1}{6\pi}H^*=-\frac{1}{3\pi}\alpha^2\hbar\omega=-0.1061\,\alpha^2\hbar\omega .$$

The virial condition is met, yet this energy is 2.2% above the minimum, relative to $|E|$.

## Discretization

Write $u=\sqrt{4\pi}\,r\psi$, so that $\int_0^\infty u^2dr=1$. Then

$$T=\tfrac12\int_0^\infty\left(u'-\frac ur\right)^2dr=\tfrac12\int_0^\infty u'^2dr ,$$

because the remaining terms are $-(u^2/r)'$, whose integral vanishes.

Use points $r_i=ih$, $i=1,\dots,N$, and variables $c_i=\sqrt h\,u_i$ with $\sum c_i^2=1$. The wall is at $R=(N+1)h$, so $c_0=c_{N+1}=0$. The grid energy is $E_h=T-D/2$ with

$$T=\frac1{2h^2}\sum_{i=0}^{N}(c_{i+1}-c_i)^2,\qquad D=\sum_ic_i^2\phi_i,\qquad \phi_i=\sum_j\frac{c_j^2}{\max(r_i,r_j)} .$$

The last formula is the potential of charged spherical shells. Variation of $E_h$ gives a tridiagonal matrix with diagonal $1/h^2-\phi_i$ and off-diagonal elements $-1/(2h^2)$. The algorithm is:

1. Start from $c_i\propto r_ie^{-r_i}$.
2. Compute $\phi_i$ from two cumulative sums: $\sum_{j\le i}c_j^2$, divided by $r_i$, plus $\sum_{j>i}c_j^2/r_j$.
3. Find the lowest eigenvector of the tridiagonal matrix and normalize it.
4. Recompute $\phi$. Stop if its largest change is below $10^{-10}$; otherwise return to step 3.

## Why no mixing is needed

Consider the functional of two independent fields

$$F[\psi,\phi]=T-\int\phi\rho\,d^3r+\frac1{8\pi}\int|\nabla\phi|^2d^3r .$$

For fixed $\psi$ it is a convex quadratic in $\phi$. Its minimum satisfies $\nabla^2\phi=-4\pi\rho$, where the last term equals $\frac12\int\phi\rho=D/2$, so the minimum value is $T-D+D/2=E[\psi]$. For fixed $\phi$, the minimum over $\psi$ is the lowest eigenstate. If $\phi_n$ belongs to $\psi_n$ and $\psi_{n+1}$ is the eigenstate in $\phi_n$, then

$$E[\psi_{n+1}]\le F[\psi_{n+1},\phi_n]\le F[\psi_n,\phi_n]=E[\psi_n] .$$

The energy cannot rise. The argument carries over to the grid if the matrix $G_{ij}=1/\max(r_i,r_j)$ is positive definite, since the last term of $F$ is then $\frac12\phi^TG^{-1}\phi$. With $p_i=c_i^2$ replaced by any real vector $p$, and $Q_l=\sum_{i\le l}p_i$,

$$p^TGp=\sum_{l=1}^{N-1}\left(\frac1{r_l}-\frac1{r_{l+1}}\right)Q_l^2+\frac{Q_N^2}{r_N},$$

because the weights with $l\ge\max(i,j)$ add up to $1/\max(r_i,r_j)$. All weights are positive, so $G$ is positive definite.

Descent alone does not prove that the global minimum is reached. The independent solution below checks the numerical values of the nodeless solution; that this solution is unique, and therefore the minimizer, is a known result not proved here.

## Iteration error

Define the relative virial defect $\eta=D/(4T)-1$. At $h=0.1\,a^*$ the iteration gives, with $E$ in $\alpha^2\hbar\omega$:

| Step | $E$ | $D/(4T)$ |
|---:|---:|---:|
| 0 | +0.37044 | 0.3140 |
| 1 | −0.05043 | 0.5787 |
| 3 | −0.10477 | 0.8440 |
| 8 | −0.108531 | 0.9883 |
| 41 | −0.108546 | 0.9997 |

The energy settles much sooner than the virial ratio. At the minimum the first-order change of $E$ vanishes, so an orbital error $\delta$ changes $E$ by order $\delta^2$, while it generally changes $\eta$ by order $\delta$. Late in the iteration the distance of the virial defect from its final value shrinks by 0.5889 per step and the energy error by 0.3469, which agrees with $0.5889^2=0.3468$.

The dilation formula makes this quantitative. Substituting $D=4T(1+\eta)$,

$$E(\lambda)=T\left[\lambda^2-2\lambda(1+\eta)\right],\qquad E(1)-\min_\lambda E(\lambda)=-T(1+2\eta)+T(1+\eta)^2=T\eta^2 .$$

At step 8, $T=E/(1-2\times0.9883)=0.111$, and the part of the defect due to the iteration is $0.9883-0.9997=-0.0114$; the remainder belongs to the grid, as the next section shows. An error of size alone then accounts for $T\eta^2\approx1.45\times10^{-5}$, while the energy still falls by $1.48\times10^{-5}$ from there. About 98% of the remaining energy error is thus one of orbital size.

## Discretization error and the grid virial theorem

After convergence at $h=0.1\,a^*$, $\eta$ stays at $-3.1\times10^{-4}$. More iterations do not remove this defect, because it belongs to the grid.

At fixed $N$ and fixed $c_i$, $T$ is proportional to $h^{-2}$ and $D$ to $h^{-1}$. The converged $c_i$ make $E_h$ stationary, so their own change with $h$ does not contribute to the first derivative:

$$h\left.\frac{dE_h}{dh}\right|_N=-2T+\tfrac12D\equiv\Delta=2T\eta .$$

This holds at any spacing, not just for small $h$. At $h=0.2\,a^*$, finite differences of separately converged energies and the direct value of $\Delta$ both give $-2.678\times10^{-4}\,\alpha^2\hbar\omega$.

At fixed $N$ the wall moves with $h$. Regarding $E_h$ as a function of $h$ and $R$,

$$\Delta=h\left.\frac{\partial E_h}{\partial h}\right|_R+R\left.\frac{\partial E_h}{\partial R}\right|_h .$$

Suppose first that the box is large enough for the second term to be negligible. The first follows from the form of the equations. Since $r_i/\max(r_i,r_j)=\min(r_i,r_j)/r_j$, whose second difference in $i$ is $-h/r_j$ at $i=j$ and zero elsewhere, $w_i=r_i\phi_i$ obeys

$$\frac{w_{i+1}-2w_i+w_{i-1}}{h^2}=-\frac{u_i^2}{r_i} .$$

Thus both the orbital and the potential equation use centred second differences, whose errors contain even powers of $h$. The functions $u$ and $w$ continue smoothly through $r=0$ as odd functions, so the origin adds no odd powers. Assuming that the continuum solution is isolated within the spherical class, so that it responds smoothly to these small terms,

$$E_h=E+c_2h^2+c_4h^4+\dots,\qquad \Delta=2c_2h^2+4c_4h^4+\dots$$

and therefore

$$E_h-\tfrac12\Delta=E-c_4h^4+\dots$$

A single run thus supplies its own extrapolation. In units of $\alpha^2\hbar\omega$:

| $h/a^*$ | $E_h$ | $\eta$ | $E_h-\Delta/2$ |
|---:|---:|---:|---:|
| 0.40 | −0.109053 | −4.99e−3 | −0.10850361 |
| 0.20 | −0.108646 | −1.23e−3 | −0.10851225 |
| 0.10 | −0.108546 | −3.06e−4 | −0.10851277 |
| 0.05 | −0.108521 | −7.65e−5 | −0.10851280 |

The observed error orders between the two coarsest grids are 2.02 for $E_h$ and 4.06 for the corrected energy. The uncorrected energies lie below the limit: the finite-difference functional is not the continuum functional evaluated on a trial orbital, so it gives no upper bound.

Since $\Delta/2=T\eta$ and $T\approx|E|$, the leading grid error is

$$\frac{E_h-E}{|E|}\approx\eta .$$

A grid defect of $3\times10^{-4}$ therefore means a relative energy error of $3\times10^{-4}$. An equal defect from unfinished iteration would signal a size error costing only about $\eta^2\approx10^{-7}$. The iteration must be converged before $\eta$ is used to judge the grid.

At $h=0.05\,a^*$ the four energies are 0.10854, 0.21706, 0.32558 and 0.43412, in the ratios $1:1.9998:2.9997:3.9997$. Here $W$ was obtained separately from the phonon sum, which for a spherical density reduces to $W=(1/\pi)\int_0^\infty\rho_k^2\,dk$.

## Box error

An orbital allowed in a small box is also allowed, extended by zeros, in a larger one with the same $h$. Hence $E_h$ cannot increase with $R$, and the box term in $\Delta$ is negative or zero. A small box raises the energy and also makes $\eta$ negative.

With $R=12\,a^*$ and $h=0.05\,a^*$, the energy is $-0.10736\,\alpha^2\hbar\omega$, about 1.1% too high relative to $|E|$, and $\eta=-0.045$. Subtracting $\Delta/2$ now gives $-0.10204$, which is worse. The defect reveals the fault, but neither measures the energy error nor corrects it. The box must be checked by changing $R$ at fixed $h$. For the main runs $R=40\,a^*$; enlarging it to $50\,a^*$ at $h=0.1\,a^*$ changes the energy by less than $10^{-10}H^*$.

## An independent solution

The radial equations can also be integrated outward without a grid matrix. Let $S=\sqrt{8\pi}\,\psi$ and $V=2(\varepsilon+\phi)$, without yet fixing the norm. The Pekar equation and $\nabla^2\phi=-4\pi\psi^2$ become

$$S''+\frac2rS'=-VS,\qquad V''+\frac2rV'=-S^2 .$$

Choose $S(0)=1$ and zero slopes at the origin. If $V(0)$ is too large, $S$ crosses zero; if it is too small, $S$ turns upward. Bisection finds the decaying solution without nodes. Its norm is $\mathcal N=\frac12\int_0^\infty r^2S^2dr$.

The equations keep their form under $\psi\to\lambda^2\psi(\lambda r)$, $\phi\to\lambda^2\phi(\lambda r)$, $\varepsilon\to\lambda^2\varepsilon$, while the norm becomes $\lambda^4\lambda^{-3}\mathcal N=\lambda\mathcal N$. Unit norm needs $\lambda=1/\mathcal N$. Outside the charge $\phi=\mathcal N/r$, so at a large radius $r_e$

$$\varepsilon=\frac{V(r_e)-2\mathcal N/r_e}{2\mathcal N^2},\qquad E=\frac{\varepsilon}{3} .$$

This gives $E=-0.10851280\,\alpha^2\hbar\omega$, in agreement with the corrected grid energy. The step $E=\varepsilon/3$ uses the continuum virial theorem, so the numerical check also compares the two eigenvalues directly.

## A model crystal

The following values are chosen to make the coupling strong and do not describe a particular material. Take $m=0.5$ electron masses, $\varepsilon_\infty=2$, $\varepsilon_0=20$ and $\hbar\omega=5$ meV. Then $1/\varepsilon^*=0.50-0.05=0.45$, which gives $\alpha=16.6$ and $a^*=2.35$ Å. The energy is

$$E=-0.1085\times(16.6)^2\times5\ \text{meV}\approx-149\ \text{meV}\approx-30\,\hbar\omega .$$

The parts are $T\approx149$, $W\approx299$, $\varepsilon\approx-448$ and $U\approx-598$ meV. Removing the electron costs about 0.45 eV with the lattice frozen and 0.15 eV with it relaxed. The mean phonon number is $W/\hbar\omega\approx60$.

These values are for zero temperature, and $\hbar\omega$ corresponds to only 58 K. Two further conditions limit them. The electron must be fast compared with the lattice: here $T/\hbar\omega\approx30$, but the omitted term of order $\hbar\omega$ is not small. It is known, though not derived here, to be about $-2.8\,\hbar\omega\approx-14$ meV, roughly a tenth of $|E|$. The meV digits above therefore describe the Pekar approximation only, and for the model itself even the second digit of 0.15 eV is not reliable. At smaller $\alpha$ the approximation is worse: since $0.1085\,\alpha^2<\alpha$ for $\alpha<9.2$, the Pekar energy then lies above even the known weak-coupling value $-\alpha\hbar\omega$. The orbital must also extend over several lattice cells. Its rms radius is $4.635\,a^*=10.9$ Å, which is reasonable for cells a few ångströms wide. Since $a^*\propto\varepsilon^*/m$, a heavier band mass or a larger $1/\varepsilon^*$ shrinks the orbital, until the continuum model fails even though the virial ratios remain perfect.

## Values computed for the example and the checks

```
Energies in alpha^2 hbar omega (A) unless stated; lengths in a*
Box radius: 40 a*; start orbital exp(-r/a*)
Iteration history at h = 0.1 a*: n, E (A), D/(4T)
    0  +0.37043777  0.314009
    1  -0.05043219  0.578668
    2  -0.09518103  0.741913
    3  -0.10477487  0.844028
    5  -0.10816535  0.944362
    8  -0.10853123  0.988269
   41  -0.10854604  0.999694
Late reduction per step, virial defect: 0.5889
Late reduction per step, energy error:  0.3469
Grid table: h (a*), E (A), D/(4T)-1, E-Delta/2 (A)
  0.40  -0.10905305  -4.988e-03  -0.108503611
  0.20  -0.10864618  -1.230e-03  -0.108512252
  0.10  -0.10854604  -3.064e-04  -0.108512771
  0.05  -0.10852111  -7.652e-05  -0.108512803
Shooting solution, E: -0.108512805 A
Observed error order, E: 2.018
Observed error order, E-Delta/2: 4.055
h dE/dh at h = 0.2 a*: -2.678472e-04 A
Delta at h = 0.2 a*:   -2.678472e-04 A
Parts at h = 0.05 a*: value (A), ratio to T
  kinetic T             0.108538  1.00000
  lattice W (mode sum)  0.217055  1.99981
  minus eigenvalue      0.325580  2.99969
  minus interaction D   0.434118  3.99969
Mean phonon number / alpha^2: 0.21706
Mean radius: 4.1908 a*; rms radius: 4.6346 a*
Gaussian width: 3.7599 a*; E: -0.106110 A
Gaussian D/(4T)-1: +5.16e-05
Gaussian energy excess: 2.21 %
Small box 12 a*, h = 0.05 a*: E -0.107362 A
Small box D/(4T)-1: -4.512e-02
Small box E-Delta/2: -0.102038 A
Model: m = 0.5 m_e, eps_inf = 2.0, eps_0 = 20.0
Model phonon energy: 5.0 meV; 1/eps*: 0.450
Model alpha: 16.599; a*: 2.3519 angstrom
Model H*: 2755.15 meV
Model polaron energy E: -149.48 meV
Model E / (hbar omega): -29.90
Model lattice energy W: 299.01 meV
Model eigenvalue: -448.45 meV
Model interaction -D: -598.03 meV
Model rms radius: 10.90 angstrom
```
